# Splitting and Roulette in Electron Cascades: Unbiased Means, Recovered Variances

An 80 eV electron released in a model resist makes 2.85 acid molecules on average, with a cascade-to-cascade variance of 1.70. The same cascade, simulated with splitting and Russian roulette, gives the same mean within its statistical error, but its weighted acid score has a variance of 5.05. In a strip about 7.5 nm from the starting point the discrepancy is reversed: the physical variance is 0.00278 and the weighted one 0.00023, twelve times smaller. The weights preserve the mean in both places, yet the variance is too large in one and too small in the other.

## A cascade small enough to do by hand

Let an electron reach a point where it ionizes with probability 1/2 and otherwise stops. Ionization leaves two electrons, and each independently makes one acid with probability 1/2. Let $n$ be the number of acids. Its mean is

$$E[n]=\tfrac12\left(\tfrac12+\tfrac12\right)=\tfrac12 .$$

For the second moment, count ordered pairs of different acids, of which there are $n(n-1)$. Two acids require ionization and two successes, and they form two ordered pairs:

$$E[n(n-1)]=\tfrac12\cdot2\cdot\tfrac12\cdot\tfrac12=\tfrac14 .$$

Since $n^2=n(n-1)+n$, we have $E[n^2]=3/4$ and $\mathrm{Var}\,n=3/4-1/4=1/2$.

**Splitting.** Replace the arriving electron by two copies of weight 1/2, which then evolve independently and make $n_1$ and $n_2$ acids. The weighted score is $F=(n_1+n_2)/2$ and the raw count is $C=n_1+n_2$. Then

$$E[F]=\tfrac12,\qquad \mathrm{Var}\,F=\tfrac14\left(\tfrac12+\tfrac12\right)=\tfrac14,$$

while $E[C]=1$ and $\mathrm{Var}\,C=1$. Neither variance is the physical 1/2.

**Roulette.** Instead, let the electron survive with probability 1/2 and give a survivor weight 2. Now $F=2n$ for a survivor and zero otherwise, so

$$E[F]=\tfrac12\cdot2\cdot\tfrac12=\tfrac12,\qquad
E[F^2]=\tfrac12\cdot4\cdot\tfrac34=\tfrac32,$$

and $\mathrm{Var}\,F=3/2-1/4=5/4$. The raw count has mean 1/4 and variance $\tfrac12\cdot\tfrac34-\tfrac1{16}=\tfrac5{16}$. The mean of $F$ has survived again, and the variance has not.

The split case shows what went wrong. Squaring $F$ sums $w_iw_j$ over all pairs of events, including each event with itself. The expected contributions are:

- an event with itself: one expected event times $w^2=1/4$, giving 1/4;
- two acids from the same copy: $2\times\tfrac14$ expected ordered pairs times 1/4, giving 1/8;
- acids from different copies: $2E[n_1]E[n_2]=\tfrac12$ expected pairs times 1/4, giving 1/8.

The last group has no physical counterpart. The two copies are alternative futures of one electron and cannot both occur. The first two groups are physical but carry the wrong weight. An event paired with itself should count as one event, with weight $w$, which gives 1/2. A real pair descends from one ionizing electron of weight $w_a=1/2$, and should have weight $w_iw_j/w_a=(1/4)/(1/2)=1/2$, which gives $\tfrac12\cdot\tfrac12=\tfrac14$. The total is $3/4=E[n^2]$. For roulette the same rule gives a pair weight $4/2=2$, and $\tfrac12\cdot\tfrac14\cdot2=\tfrac14$ expected pairs, as required.

## The physical cascade

Energies $E$ are integers in eV and $x$ is the lateral coordinate in nm, with the starting electron at $x=0$. An electron flies an exponentially distributed distance of mean

$$\lambda_E=0.5+\frac{2}{E+2}\ \text{nm}$$

in an isotropic direction, and then collides. There are four outcomes:

- Ionization, for $E\ge12$, with probability $p_i=0.6(1-10/E)$. The electron loses $W$ and the secondary receives $W-9$. The integer $W$ is uniform from 10 to the smaller of 30 and $\lfloor(E+9)/2\rfloor$.
- Acid-forming excitation, for $E\ge5$, with probability $p_x=0.03$ and a loss of 5 eV.
- Capture with acid formation, for $1\le E\le4$, with probability $p_c=0.15$.
- Otherwise, with probability $p_v=1-p_i-p_x-p_c$, a loss of 1 eV that lumps several vibrational collisions.

Probabilities are zero outside their stated ranges, and an electron at zero energy is dropped. After a collision the daughters, meaning all outgoing electrons including the original one, evolve independently given their energies and common position.

Let $h(x)$ be 1 inside the region where acids are counted and 0 outside. Let $m_E(x)$ be the mean count from an electron about to fly from $x$. The mean count from an electron about to collide at $x$ is the sum over outcomes

$$c_1=p_vm_{E-1}+p_x(h+m_{E-5})+p_ch+p_i\langle m_{E-W}+m_{W-9}\rangle_W .$$

Averaging over the flight gives $m_E=K_E*c_1$, where $*$ is convolution and $K_E$ is the distribution of lateral displacement. With $\mu$ the direction cosine, its Fourier transform is

$$\hat K_E(k)=\frac12\int_{-1}^{1}d\mu\int_0^\infty\frac{d\ell}{\lambda_E}e^{-\ell/\lambda_E+ik\ell\mu}
=\frac12\int_{-1}^{1}\frac{d\mu}{1-ik\lambda_E\mu}.$$

Multiplying numerator and denominator by $1+ik\lambda_E\mu$ leaves an odd imaginary part, which integrates to zero, so

$$\hat K_E(k)=\int_0^1\frac{d\mu}{1+k^2\lambda_E^2\mu^2}=\frac{\arctan(k\lambda_E)}{k\lambda_E}.$$

For the second moment $s_E=E[n^2]$, square the count at each outcome. An excitation gives $(h+n)^2=h+2hn+n^2$, because $h^2=h$. An ionization gives $(n_a+n_b)^2$, whose cross term averages to $2m_am_b$ by independence. Hence

$$\begin{aligned}c_2={}&p_vs_{E-1}+p_x(h+2hm_{E-5}+s_{E-5})+p_ch\\
&+p_i\langle s_{E-W}+s_{W-9}+2m_{E-W}m_{W-9}\rangle_W,\end{aligned}$$

and $s_E=K_E*c_2$. Every collision lowers the energy by at least 1 eV, so both equations are solved upward from $m_0=s_0=0$, without random numbers.

## Why the weighted density is unbiased

Choose a positive importance $I(x)$. Here it doubles every 1.5 nm towards positive $x$, from 1/4 on the far left to 32 from $x=6.75$ nm onward, with $I(0)=1$. After a flight from $x$ to $x'$, set $\rho=I(x')/I(x)$. If $\rho\ge1$, make $N=\rho$ copies; if $\rho<1$, keep the electron with probability $\rho$, so that $N$ is 0 or 1. Divide the weight by $\rho$ in both cases. Since all importances are powers of two, splitting ratios are integers.

Let $F$ be the weighted score of an electron's descendants divided by that electron's own weight. Suppose the mean of $F$ is correct for all lower energies. Then each copy about to collide has mean $c_1$, and

$$E[F\mid x']=\frac{E[N]}{\rho}\,c_1(x')=c_1(x'),$$

because $E[N]=\rho$ under both rules. Averaging over the flight gives $m_E$. The claim holds at zero energy, so induction carries it to 80 eV. The region was arbitrary: taking it to be a strip and dividing by its width gives an unbiased mean reaction density in every strip.

The argument needs $N$ to be drawn without knowledge of the copy's future. It also fails if $I=0$ somewhere from which the region can still be reached, since those contributions are then lost.

## What happens to the variance

Let $c_2^w$ be the second moment of the relative score of one copy about to collide, including the effect of all later splitting and roulette. It obeys the equation for $c_2$ with the weighted second moments in place of $s$. For $N$ independent copies,

$$E\Big[\Big(\sum_{r=1}^N F_r\Big)^2\Big]=E[N]\,c_2^w+E[N(N-1)]\,c_1^2 ,$$

where the first term holds each copy with itself and the second holds ordered pairs of different copies. Dividing by $\rho^2$ gives, for splitting with $N=\rho$,

$$E[F^2\mid x']=\frac{c_2^w}{\rho}+\Big(1-\frac1\rho\Big)c_1^2
=c_2^w-\Big(1-\frac1\rho\Big)(c_2^w-c_1^2).$$

For roulette $N(N-1)=0$, so

$$E[F^2\mid x']=\frac{c_2^w}{\rho}=c_2^w+\Big(\frac1\rho-1\Big)c_2^w .$$

Splitting removes a fraction $1-1/\rho$ of the local variance, and roulette adds a multiple of the second moment. The hand example has $c_2^w=3/4$ and $c_1=1/2$: splitting in two gives $3/8+1/8=1/2$, and roulette at 1/2 gives 3/2, as found above. The two effects could cancel for a particular region and importance, but nothing in the method makes them do so. As $\rho\to1$ both changes vanish and the simulation is again analog, meaning that each simulated history is a possible physical one.

$\mathrm{Var}\,F$ still has a use. For $H$ independent histories, $\mathrm{Var}\,F/H$ is the squared standard error of the estimated mean. It measures the calculation's precision, and the importance function can change it while the resist stays the same.

Raw counts fare no better. Successive ratios multiply to $I(x)/I(0)$, so an event at $x$ has weight $1/I(x)$. In a strip of constant importance $I_s$ this means $C=I_sF$, hence

$$E[C]=I_sm,\qquad \mathrm{Var}\,C=I_s^2\,\mathrm{Var}\,F .$$

Dividing the count by $I_s$ restores the mean but merely turns one unphysical variance into the other. Over a region where $I$ varies, no single factor links $C$ and $F$, and the raw density is distorted in shape by the factor $I(x)$.

## Recovering the physical variance

Let $G$ estimate the number of ordered pairs $n(n-1)$, again relative to the weight of the electron considered. At a collision with event indicator $h$ and daughters $d$, the pairs are those within each daughter's descendants, those between two daughters, and those between the event and a daughter:

$$G_{\rm coll}=\sum_dG_d+2\sum_{d<d'}F_dF_{d'}+2h\sum_dF_d .$$

Expanding $(h+\sum_dF_d)^2$ produces the last two terms together with $h^2=h$ and $\sum_dF_d^2$. Therefore

$$G_{\rm coll}=\sum_dG_d+\Big(h+\sum_dF_d\Big)^2-h-\sum_dF_d^2 .$$

At a control point, add $G_{\rm coll}$ over the copies and divide by $\rho$. No products between copies are formed. The mean is right for the same two reasons as before: $E[N]/\rho=1$ at control points, and $E[F_dF_{d'}]=m_dm_{d'}$ at real branchings, where the daughters are independent.

Following one pair through the recursion recovers the rule of the hand example. Above the last common ancestor the divisions by $\rho$ multiply to $w_a$. Below it, the two factors are $w_i/w_a$ and $w_j/w_a$. The product is $w_iw_j/w_a$. Finally,

$$\mathrm{Var}\,n=E[G]+E[F]-E[F]^2 .$$

Replacing $E[F]$ by a sample mean $\bar F$ makes the last term slightly too large, since $E[\bar F^2]=m^2+\mathrm{Var}\,F/H$. For all space and 48,000 histories this bias is $5.05/48000\approx0.0001$, far below the statistical error of 0.023.

The algorithm stores the tree on a forward pass and evaluates it on a backward pass:

```
forward, generation by generation:
  fly each electron from x to x'
  rho = I(x')/I(x);  N = floor(rho + u), u uniform in [0,1)
  make N copies; store their parent and rho
  collide each copy; store its event and daughters

backward, from the last generation:
  for each copy (h = event inside region):
    S = h + sum F_d
    P = sum G_d + S^2 - h - sum F_d^2
    R = h + sum C_d
  for each electron before its flight:
    F = (sum S)/rho;  G = (sum P)/rho;  C = sum R
```

The sums in the last line run over copies. One stored tree serves any number of regions, because only $h$ changes.

## Reading the numbers

The moment equations were solved on a grid of 0.02 nm. Coarsening it to 0.06 nm changed the weighted strip moments by at most 0.012%. These solutions were then tested against 96,000 analog and 48,000 controlled histories.

The controlled profile agrees with the equations in nine strips from $-3$ to 9 nm, where the density ranges from 0.78 acids/nm at the centre to 0.0004 acids/nm at 9 nm. The largest deviation is 2.6 standard errors, at 1.5 nm; these profile errors are estimated from the scatter of 24 batches and are themselves uncertain by about 15%. At $-3$ and $+3$ nm the true densities are equal by symmetry, but the standard errors are 0.0026 and 0.0010 acids/nm: the importance function has favoured the right-hand side.

For the strip from 6.75 to 8.25 nm, where $I_s=32$:

| Quantity | Value |
|---|---|
| mean, equations | 0.00270 |
| mean, controlled | 0.00275 ± 0.00007 |
| physical variance | 0.00278 |
| weighted-score variance | 0.00023 |
| repaired variance | 0.00282 ± 0.00007 |

The raw count has mean 0.0881 and variance 0.249. Dividing by 32 and by $32^2$ gives 0.00275 and 0.00024, the weighted values. The raw variance-to-mean ratio, $0.249/0.0881=2.8$ (from the equations, $32\times0.000231/0.00270\approx2.7$), would suggest strongly bunched acids, whereas the physical ratio is 1.03. The analog run has less to say here: its mean is 0.00244 ± 0.00016, 1.7 standard errors low. The repaired value in the table is also a weak test of the pair rule: the pair term $E[n(n-1)]\approx0.00008$ is about the size of the error bar, so the variance is mostly the mean. The all-space result below is the real test.

The small weighted variance is what makes the method useful. A controlled history costs 52.8 collisions against 39.2, so for equal numbers of collisions the variance of the estimated strip mean falls by

$$\frac{0.002779}{0.000231}\times\frac{39.16}{52.83}\approx8.9 .$$

For all space, the physical variance is 1.703, the weighted one 5.053 and the repaired one 1.696 ± 0.023. With the integer ratios used here, splitting can only lower the second moment at a control point (a random number of copies for $1<\rho<2$ raises it when $c_2^w<2c_1^2/\rho$) and roulette can only raise it, so the net increase shows that roulette dominates for this region. At equal cost the controlled estimate of the total yield is worse than the analog one, by a factor $(5.053/1.703)(52.83/39.16)\approx4.0$ in variance. An importance function is good or bad for a stated quantity.

The error also changes the physical reading. The true variance-to-mean ratio is 0.60, less than the value 1 of a Poisson count. A plausible cause, not isolated here, is that the shared energy budget nearly fixes the number of electrons and each electron can be captured only once. The weighted score would give $5.053/2.852=1.8$ and suggest the opposite.

## From one cascade to shot noise

Suppose a Poisson number $M$ of photons, with mean $\nu$, each start an independent cascade, and let $A$ be the total number of acids. Given $M$, the total has mean $Mm$ and variance $M\,\mathrm{Var}\,n$. The law of total variance gives

$$\mathrm{Var}\,A=\nu\,\mathrm{Var}\,n+m^2\,\mathrm{Var}\,M=\nu(\mathrm{Var}\,n+m^2)=\nu E[n^2],$$

since $\mathrm{Var}\,M=\nu$. For a mean of five photons and all space this is $5(1.703+2.852^2)\approx49.2$; random grouping of analog cascades gave 48.5. Inserting the weighted variance would give $5(5.053+2.852^2)\approx65.9$, which is 34% too high. In the distant strip, where $m^2$ is negligible, the same substitution would make the variance almost twelve times too small.

## How far the model is from a resist

The parameters are rough values for a chemically amplified resist exposed at 13.5 nm. The photon energy is 91.8 eV, and about 12 eV is taken as the cost of releasing the electron. A yield of a few acids per absorbed photon and a blur of a few nanometres are the usual rough scales; the model gives 2.85 acids and a lateral rms spread of 1.75 nm. The model is not calibrated to a material. It has no separate elastic scattering, every collision randomizes the direction, and about half of the collisions above 30 eV are 1 eV losses. Low-energy free paths are poorly known, and the effect of lumping vibrational losses was not sized.

The far tail is especially fragile: lengthening every free path by a factor of 1.25 raises the strip mean by a factor of 3.4. The output labels this change as forward scattering with mean cosine $g=0.2$, using $1/(1-g)=1.25$, but it should be read only as a test of the free path. Energy is lost per collision, so forward scattering leaves the number of flights $N$ unchanged. For a constant mean free path $\lambda$ and large $N$, the mean squared displacement is $2N\lambda^2+2\lambda^2\sum_{i<j}g^{j-i}\approx2N\lambda^2/(1-g)$, so the rms spread grows only by $1/\sqrt{0.8}\approx1.12$. The total yield is uncertain too: 3.26 electrons per cascade reach the cutoff uncaptured, and if each made one more acid the yield would be 6.1. At the three-dimensional rms distance, $\sqrt3\times1.75\approx3.0$ nm, the attraction to the positive ion is 0.16 eV for a relative permittivity of 3. For one ion that is small beside 1 eV but about six times the thermal energy at 300 K. A cascade leaves about five ions, however. Where electrons reach the cutoff, the summed attraction to them has a median near 1.1 eV, or about 0.4 eV after subtracting the repulsion of the other negative charges at their final positions. The Coulomb field can therefore matter in the lowest few eV as well as below the cutoff, and it couples daughters that the model treats as independent. For starting points spread evenly through a 40 nm film, about 3% of the acids form outside it; if electrons that cross either face never return, the loss is closer to 5%.

Real exposures can also break the assumption of independence. Within one cascade, the output's depletion estimate of 3% treats acid positions as independent and Gaussian, and is too low: acids are concentrated near the start and near their common ancestors, and counting repeated acids in cells of 5 nm³, one generator molecule each, gives about 8%. At 30 mJ/cm², with absorption 0.005 nm⁻¹ and 0.2 generator molecules per nm³, there are 0.102 absorbed photons per nm³ at the entrance face, and the linear model asks for 1.45 acids per generator molecule there (0.092 and 1.32 averaged over a 40 nm film). If these attempts fall at random on the molecules, a fraction $1-e^{-1.45}\approx0.77$ is converted, and the acid density is about half the linear value. Cascades then compete for the same molecules, the products $m_dm_{d'}$ are no longer justified, and neither the weighted mean nor the repaired variance describes the exposed film. The linear ratio falls to 0.1 near 2 mJ/cm², but the acid density there is still about 12% below the linear value, because the 8% lost within one cascade remains at any dose. If a spent molecule left the electron paths unchanged, the mean converted fraction would still follow from single cascades, as $1-e^{-0.92\times1.45}\approx0.74$ at 30 mJ/cm² for equal cells. The number depends on how the molecules are arranged: for randomly placed molecules, each taking the acids nearest to it, the converted fraction is about 0.70 and the loss near 2 mJ/cm² about 13%. Where spent molecules change the fate of the electrons, depletion has to be simulated with physical, unweighted events, or with a method built for interacting cascades.

The numerical output below lists the moment-equation and Monte Carlo values. The 5% escape, the 8%, 12% and 13% depletion, the converted fractions, the film averages and the many-ion Coulomb figures of the last section are not part of it.

## Values computed for the example and the checks

```
EUV photon energy: 91.84 eV; start electron: 80 eV
Ionization binding: 9 eV; acid excitation: 5 eV
Free path at 80, 10, 1 eV: 0.524, 0.667, 1.167 nm
Ionization probability at 80, 20 eV: 0.525, 0.300
Acid probability per collision, E>=5 and E<=4 eV: 0.03, 0.15
Histories, analog and controlled: 96000, 48000
Strip: 6.75 to 8.25 nm; importance 32
Profile: centre nm | exact density | weighted MC | MC error (acids/nm)
   -3.0 | 0.122152 | 0.123111 | 0.002584
   -1.5 | 0.395097 | 0.396194 | 0.003672
    0.0 | 0.781640 | 0.780028 | 0.003516
    1.5 | 0.395097 | 0.399750 | 0.001796
    3.0 | 0.122152 | 0.121872 | 0.001003
    4.5 | 0.032321 | 0.032530 | 0.000364
    6.0 | 0.007839 | 0.007826 | 0.000144
    7.5 | 0.001802 | 0.001835 | 0.000047
    9.0 | 0.000401 | 0.000410 | 0.000017
distant strip: moment-equation mean 0.002702 acids
  analog mean: 0.002437 +/- 0.000159 acids
  controlled mean: 0.002752 +/- 0.000071 acids
  physical variance, moment equation: 0.002779 acids^2
  analog count variance: 0.002432 +/- 0.000158 acids^2
  weighted-score variance, predicted: 0.000231 acids^2
  weighted-score variance, MC: 0.000243 +/- 0.000013 acids^2
  raw count mean: 0.0881 events; variance: 0.2486 +/- 0.0138 events^2
  repaired variance: 0.002823 +/- 0.000074 acids^2
  physical variance/mean: 1.0285 acids
all space: moment-equation mean 2.851629 acids
  analog mean: 2.841906 +/- 0.004207 acids
  controlled mean: 2.859060 +/- 0.010229 acids
  physical variance, moment equation: 1.703197 acids^2
  analog count variance: 1.698826 +/- 0.007450 acids^2
  weighted-score variance, predicted: 5.053216 acids^2
  weighted-score variance, MC: 5.021935 +/- 0.062337 acids^2
  raw count mean: 4.1503 events; variance: 9.8857 +/- 0.1038 events^2
  repaired variance: 1.696069 +/- 0.023433 acids^2
  physical variance/mean: 0.5973 acids
Lateral rms spread: 1.748 nm
Collisions per history, analog/controlled: 39.16/52.83
Strip efficiency gain per collision: 8.93 (ratio)
Largest coarse-grid relative change: 0.012 %
Five-photon mean: acid variance predicted 49.175, sampled 48.494 acids^2
Neglected forward scattering, mean cosine 0.2: strip mean times 3.378
Electrons reaching cutoff without capture: 3.257 per cascade
Coulomb energy at 3D rms distance: 0.159 eV; Onsager radius: 18.57 nm
  with relative permittivity 3.0, 300 K
Film escape estimate, 40 nm film: 3.37 %
One-cascade acid-generator depletion estimate: 2.57 %
Dose 30 mJ/cm2, absorption 0.005 /nm, generator 0.2 /nm3
Absorbed photons: 0.1019 /nm3; linear acid/generator ratio: 1.453
```
